# The Keating elastic relation for diamond crystals and what it tests: a program that tests the result

```python
# Result under test: for the two-parameter Keating model of a diamond crystal
#   R = 2 C44 (C11 + C12) / [(C11 - C12)(C11 + 3 C12)] = 1
# at zero stress, for every positive alpha (bond stretching) and beta (bending).
# a = a0/4 is a quarter of the cubic lattice constant. The model tests use a = 1,
# so moduli are in units of force constant / a and the cell volume is 16.
# sigma couples the stretching of two bonds that share an atom.
# lam scales the whole lattice relative to its stress-free size.
import itertools
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
PAIRS = np.triu_indices(4, 1)


def cell_energy(deformation, shift, alpha, beta, sigma=0.0):
    """Energy of the two-atom cell, summed over its 4 bonds and 12 bond pairs."""
    vectors = (BONDS + shift) @ deformation.T
    gram = vectors @ vectors.T
    stretch = np.diag(gram) - 3.0
    bend = gram[PAIRS] + 1.0
    coupling = np.sum(stretch[PAIRS[0]] * stretch[PAIRS[1]])
    # both atoms see the same scalar products, hence the factor 2 for pairs
    return (alpha * np.sum(stretch**2) + 2 * beta * np.sum(bend**2)
            + 2 * sigma * coupling) / 8.0


def relaxed_curvature(energy, size, h=3e-4):
    """Second derivative in variable 0 with all other variables relaxed."""
    steps = h * np.eye(size)
    hess = np.zeros((size, size))
    for i in range(size):
        for j in range(i, size):
            p, q = steps[i], steps[j]
            hess[i, j] = hess[j, i] = (energy(p + q) - energy(p - q)
                                       - energy(q - p) + energy(-p - q)) / (4*h*h)
    if size == 1:
        return hess[0, 0]
    return hess[0, 0] - hess[0, 1:] @ np.linalg.solve(hess[1:, 1:], hess[1:, 0])


def measured_moduli(alpha, beta, sigma=0.0, lam=1.0):
    """Stress-strain moduli from energies of deformed cells."""
    volume = 16.0 * lam**3

    def curvature(pattern):
        return relaxed_curvature(
            lambda p: cell_energy(lam * expm(p[0] * pattern), p[1:],
                                  alpha, beta, sigma), 4)
    difference = curvature(np.diag([1.0, -1.0, 0.0])) / (2 * volume)
    shear_pattern = np.zeros((3, 3))
    shear_pattern[0, 1] = shear_pattern[1, 0] = 0.5
    c44 = curvature(shear_pattern) / volume

    def energy_of_volume(v):
        return cell_energy((v / 16.0)**(1/3) * np.eye(3), np.zeros(3),
                           alpha, beta, sigma)
    dv = 1e-3 * volume
    bulk = volume * (energy_of_volume(volume + dv) - 2*energy_of_volume(volume)
                     + energy_of_volume(volume - dv)) / dv**2
    return np.array([bulk + 2*difference/3, bulk - difference/3, c44])


def keating_moduli(alpha, beta):
    return np.array([(alpha + 3*beta)/4, (alpha - beta)/4,
                     alpha*beta/(alpha + beta)])


def compressed_moduli(alpha, beta, lam):
    s = lam**2
    pressure = -(s - 1)*(3*alpha + beta)/(8*lam)
    stiffness = 4*s*s*(alpha + beta) + 6*s*(s - 1)*(alpha - beta)
    c44 = (4*s*s*(alpha + beta)
           - 16*s**4*(alpha - beta)**2/stiffness)/(16*lam**3) - pressure
    return np.array([lam*(alpha + 3*beta)/4 - pressure,
                     lam*(alpha - beta)/4 + pressure, c44])


def ratio(moduli):
    c11, c12, c44 = moduli
    return 2*c44*(c11 + c12)/((c11 - c12)*(c11 + 3*c12))


def phonon_eigenvalues(wavevector, alpha, beta):
    """Values of m omega^2 from linearized scalar products, equal masses."""
    matrix = np.zeros((6, 6), complex)
    for centre, sign in ((0, 1.0), (1, -1.0)):
        other = 1 - centre
        for i in range(4):
            for j in range(i, 4):
                if i == j and centre == 1:
                    continue  # each bond is counted once
                row = np.zeros(6, complex)
                for fixed, moving in ((i, j), (j, i)):
                    direction = sign * BONDS[fixed]
                    phase = np.exp(1j * sign * (wavevector @ BONDS[moving]))
                    row[3*other:3*other+3] += direction * phase
                    row[3*centre:3*centre+3] -= direction
                strength = alpha if i == j else beta
                matrix += strength/4 * np.outer(row.conj(), row)
    return np.linalg.eigvalsh(matrix)


def film_modulus_measured(normal, alpha, beta):
    """M in energy density = M e^2, with all out-of-plane strains relaxed."""
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    plane = np.eye(3) - np.outer(n, n)

    def energy(p):
        free = (np.outer(n, p[1:4]) + np.outer(p[1:4], n))/2
        return cell_energy(expm(p[0]*plane + free), p[4:], alpha, beta)
    return relaxed_curvature(energy, 7)/32.0


def film_001(moduli):
    c11, c12, _ = moduli
    return c11 + c12 - 2*c12**2/c11


def film_111(moduli):
    c11, c12, c44 = moduli
    return 6*c44*(c11 + 2*c12)/(c11 + 2*c12 + 4*c44)


def sensitivities(moduli):
    c11, c12, _ = moduli
    plus, minus, triple = 1/(c11 + c12), 1/(c11 - c12), 1/(c11 + 3*c12)
    return np.array([c11*(plus - minus - triple),
                     c12*(plus + minus - 3*triple), 1.0])


# ---- tests on several force-constant pairs, including beta > alpha ----
largest_deviation = 0.0
for alpha, beta in ((1.0, 0.3), (1.0, 0.05), (2.0, 1.7), (0.6, 1.1)):
    measured = measured_moduli(alpha, beta)
    c11, c12, c44 = formula = keating_moduli(alpha, beta)
    assert np.allclose(measured, formula, rtol=2e-5, atol=2e-5)
    largest_deviation = max(largest_deviation, abs(ratio(measured) - 1))

    # sound waves: the dynamical matrix relaxes the sublattices by itself
    q = 3e-3
    along_100 = phonon_eigenvalues(np.array([q, 0, 0]), alpha, beta)[:3]/(8*q*q)
    assert np.allclose(along_100, sorted([c11, c44, c44]), rtol=2e-4)
    k = q*np.array([1, 1, 0])/np.sqrt(2)
    along_110 = phonon_eigenvalues(k, alpha, beta)[:3]/(8*q*q)
    expected = sorted([c44, (c11 - c12)/2, (c11 + c12 + 2*c44)/2])
    assert np.allclose(along_110, expected, rtol=2e-4)
    optical = phonon_eigenvalues(np.zeros(3), alpha, beta)
    assert np.allclose(optical[:3], 0, atol=1e-10)
    assert np.allclose(optical[3:], 8*(alpha + beta), rtol=1e-10)
    assert np.isclose(optical[-1], 16*(measured[0] + measured[1]), rtol=1e-4)

    # frozen sublattices, and the shift that minimizes the sheared-cell energy
    gamma = 1e-3
    shear = np.zeros((3, 3))
    shear[0, 1] = shear[1, 0] = gamma/2
    frozen = relaxed_curvature(
        lambda p: cell_energy(expm(p[0]*shear/gamma), np.zeros(3),
                              alpha, beta), 1)/16
    assert np.isclose(frozen, (alpha + beta)/4, rtol=2e-5)
    d = 1e-3
    e_minus, e_zero, e_plus = [
        cell_energy(expm(shear), np.array([0, 0, z]), alpha, beta)
        for z in (-d, 0.0, d)]
    best_shift = -d*(e_plus - e_minus)/(2*(e_plus - 2*e_zero + e_minus))
    zeta_model = -best_shift/gamma
    assert np.isclose(zeta_model, (alpha - beta)/(alpha + beta), atol=2e-3)
    assert np.isclose(zeta_model, 2*measured[1]/(measured[0] + measured[1]),
                      atol=2e-3)

    # epitaxial films
    assert np.isclose(film_modulus_measured([0, 0, 1], alpha, beta),
                      film_001(formula), rtol=5e-5)
    assert np.isclose(film_modulus_measured([1, 1, 1], alpha, beta),
                      film_111(formula), rtol=5e-5)
assert largest_deviation < 1e-4

# a third interaction breaks the relation in the derived way
for sigma in (0.05, -0.04):
    alpha, beta = 1.0, 0.3
    dilation_constant, shear_constant = alpha + 3*sigma, alpha - sigma
    measured = measured_moduli(alpha, beta, sigma)
    predicted = (1 + beta/dilation_constant)/(1 + beta/shear_constant)
    assert np.isclose(ratio(measured), predicted, rtol=5e-5)
    assert abs(ratio(measured) - 1) > 0.02
    assert np.isclose(measured[0] + 3*measured[1], dilation_constant, rtol=5e-5)
    internal = relaxed_curvature(
        lambda p: cell_energy(np.eye(3), np.array([0, 0, p[0]]),
                              alpha, beta, sigma), 1)
    assert np.isclose(internal, 4*(shear_constant + beta), rtol=2e-5)

# hydrostatic prestress
for lam in (0.97, 0.99, 1.02):
    assert np.allclose(measured_moduli(1.0, 0.3, lam=lam),
                       compressed_moduli(1.0, 0.3, lam), rtol=5e-5)

# ---- worked example: rough silicon regime, two-figure inputs ----
a0_nm, mass_u = 0.54, 28.0
rough = np.array([170.0, 64.0, 80.0])          # C11, C12, C44 in GPa
rounding = np.array([5.0, 0.5, 0.5])           # half of the last figure kept
rough_optical_meV, rough_edge_meV = 64.0, 19.0
misfit = 0.01
softening_per_K, heating_K = 1e-4, 100.0       # rough size; 300 K to 400 K

a_m = a0_nm*1e-9/4
mass = mass_u*const.atomic_mass
to_eV_nm2 = 1e-18/const.e                      # from N/m
to_eV_nm3 = 1e9*1e-27/const.e                  # from GPa
alpha = a_m*(rough[0] + 3*rough[1])*1e9
beta = a_m*(rough[0] - rough[1])*1e9
fitted = measured_moduli(alpha, beta)/a_m/1e9
assert np.allclose(fitted[:2], rough[:2], rtol=5e-5)
R = ratio(rough)
assert np.isclose(rough[2]/fitted[2], R, rtol=5e-5)

slopes = sensitivities(rough)
for i in range(3):
    up, down = rough.copy(), rough.copy()
    up[i] *= 1 + 1e-5
    down[i] *= 1 - 1e-5
    numeric = (np.log(ratio(up)) - np.log(ratio(down)))/2e-5
    assert np.isclose(numeric, slopes[i], atol=1e-6)
assert abs(slopes.sum()) < 1e-12
box = [ratio(rough + rounding*np.array(k))
       for k in itertools.product(np.linspace(-1, 1, 9), repeat=3)]
R_low, R_high = min(box), max(box)
assert R_low < 1 < R_high


def phonon_meV(m_omega_squared, m=mass):
    return const.hbar*np.sqrt(m_omega_squared/m)/const.e*1e3


optical_meV = phonon_meV(phonon_eigenvalues(np.zeros(3), alpha, beta)[-1])
edge_meV = phonon_meV(phonon_eigenvalues(np.array([np.pi/2, 0, 0]),
                                         alpha, beta)[0])
lowest_optical = phonon_meV(4*(a0_nm - 0.005)*1e-9
                            * (rough[0] + rough[1] - 5.5)*1e9,
                            (mass_u + 0.5)*const.atomic_mass)
assert lowest_optical > rough_optical_meV + 0.5  # mismatch survives rounding

# bond coupling that would lower the optical phonon to its rough value
omega = rough_optical_meV*1e-3*const.e/const.hbar
alpha_shear = mass*omega**2/8 - beta
sigma = (alpha - alpha_shear)/4
coupled = measured_moduli(alpha - 3*sigma, beta, sigma)
# here alpha is the dilation constant, so the bare stretching is alpha - 3 sigma
assert np.isclose(coupled[0] + 3*coupled[1], alpha, rtol=5e-5)
R_coupled = ratio(coupled)
assert np.isclose(R_coupled, (1 + beta/alpha)/(1 + beta/alpha_shear), rtol=5e-5)

R_compressed = ratio(measured_moduli(alpha, beta, lam=0.99))
assert abs(R_compressed - 1) > 1e-3
thermal_bound = np.abs(slopes).sum()*softening_per_K*heating_K
M111_rough, M111_model = film_111(rough), film_111(fitted)
zeta = (alpha - beta)/(alpha + beta)

print(f"model tests: largest |R-1| = {largest_deviation:.1e}")
print("inputs (rough silicon regime)")
print(f"a0 = {a0_nm:.2f} nm; a = {a0_nm/4:.3f} nm; mass = {mass_u:.0f} u")
print(f"C11 = {rough[0]:.0f} GPa; C12 = {rough[1]:.0f} GPa; C44 = {rough[2]:.0f} GPa")
print(f"rounding half-widths = {rounding[0]:.1f}, {rounding[1]:.1f}, {rounding[2]:.1f} GPa")
print(f"rough optical phonon = {rough_optical_meV:.0f} meV")
print(f"rough zone-edge TA phonon = {rough_edge_meV:.0f} meV")
print("relation")
print(f"C11+C12 = {rough[0]+rough[1]:.0f} GPa")
print(f"C11-C12 = {rough[0]-rough[1]:.0f} GPa")
print(f"C11+3C12 = {rough[0]+3*rough[1]:.0f} GPa")
print(f"R = {R:.3f}")
print(f"R range from input rounding = {R_low:.3f} to {R_high:.3f}")
print(f"dlnR/dlnC11 = {slopes[0]:.3f}")
print(f"dlnR/dlnC12 = {slopes[1]:.3f}")
print(f"dlnR/dlnC44 = {slopes[2]:.3f}")
print("fit to C11 and C12")
print(f"alpha = {alpha*to_eV_nm2:.1f} eV/nm^2 = {alpha*to_eV_nm2/100:.3f} eV/angstrom^2")
print(f"beta = {beta*to_eV_nm2:.1f} eV/nm^2 = {beta*to_eV_nm2/100:.3f} eV/angstrom^2")
print(f"beta/alpha = {beta/alpha:.3f}")
print(f"internal strain zeta = {zeta:.3f}")
print(f"C44 frozen sublattices = {(alpha+beta)/(4*a_m)/1e9:.1f} GPa")
print(f"C44 predicted = {fitted[2]:.1f} GPa = {fitted[2]*to_eV_nm3/1000:.4f} eV/angstrom^3")
print(f"C44 predicted / rough input - 1 = {100*(fitted[2]/rough[2]-1):.1f} %")
print("phonons from the same alpha and beta")
print(f"optical phonon = {optical_meV:.1f} meV")
print(f"optical excess over rough value = {100*(optical_meV/rough_optical_meV-1):.1f} %")
print(f"lowest optical value within rounding = {lowest_optical:.1f} meV")
print(f"zone-edge TA phonon = {edge_meV:.1f} meV")
print(f"zone-edge TA / rough value = {edge_meV/rough_edge_meV:.2f}")
print("neglected effects")
print(f"stretching constant, dilation = {alpha*to_eV_nm2:.1f} eV/nm^2")
print(f"stretching constant, optical mode = {alpha_shear*to_eV_nm2:.1f} eV/nm^2")
print(f"bond coupling sigma = {sigma*to_eV_nm2:.1f} eV/nm^2")
print(f"drop in stretching constant = {100*(1-alpha_shear/alpha):.1f} %")
print(f"R with that coupling = {R_coupled:.3f}")
print(f"R of Keating crystal, 1% compressed = {R_compressed:.4f}")
print(f"softening = {softening_per_K:.0e} per K over {heating_K:.0f} K (rough)")
print(f"largest thermal change of ln R = {thermal_bound:.3f}")
print("epitaxial films, misfit 1%")
print(f"M001 = {film_001(rough):.1f} GPa")
print(f"M111 with rough C44 = {M111_rough:.1f} GPa")
print(f"M111 with Keating C44 = {M111_model:.1f} GPa")
print(f"(111) energy, rough C44 = {M111_rough*to_eV_nm3*misfit**2:.4f} eV/nm^3")
print(f"(111) energy, Keating C44 = {M111_model*to_eV_nm3*misfit**2:.4f} eV/nm^3")
print(f"(111) energy error = {100*(M111_model/M111_rough-1):.2f} %")
print("every check passed")
```

It prints:

```
model tests: largest |R-1| = 2.6e-06
inputs (rough silicon regime)
a0 = 0.54 nm; a = 0.135 nm; mass = 28 u
C11 = 170 GPa; C12 = 64 GPa; C44 = 80 GPa
rounding half-widths = 5.0, 0.5, 0.5 GPa
rough optical phonon = 64 meV
rough zone-edge TA phonon = 19 meV
relation
C11+C12 = 234 GPa
C11-C12 = 106 GPa
C11+3C12 = 362 GPa
R = 0.976
R range from input rounding = 0.931 to 1.026
dlnR/dlnC11 = -1.347
dlnR/dlnC12 = 0.347
dlnR/dlnC44 = 1.000
fit to C11 and C12
alpha = 305.0 eV/nm^2 = 3.050 eV/angstrom^2
beta = 89.3 eV/nm^2 = 0.893 eV/angstrom^2
beta/alpha = 0.293
internal strain zeta = 0.547
C44 frozen sublattices = 117.0 GPa
C44 predicted = 82.0 GPa = 0.5118 eV/angstrom^3
C44 predicted / rough input - 1 = 2.5 %
phonons from the same alpha and beta
optical phonon = 68.6 meV
optical excess over rough value = 7.2 %
lowest optical value within rounding = 66.9 meV
zone-edge TA phonon = 32.7 meV
zone-edge TA / rough value = 1.72
neglected effects
stretching constant, dilation = 305.0 eV/nm^2
stretching constant, optical mode = 253.6 eV/nm^2
bond coupling sigma = 12.8 eV/nm^2
drop in stretching constant = 16.8 %
R with that coupling = 0.956
R of Keating crystal, 1% compressed = 0.9971
softening = 1e-04 per K over 100 K (rough)
largest thermal change of ln R = 0.027
epitaxial films, misfit 1%
M001 = 185.8 GPa
M111 with rough C44 = 231.5 GPa
M111 with Keating C44 = 234.2 GPa
(111) energy, rough C44 = 0.1445 eV/nm^3
(111) energy, Keating C44 = 0.1462 eV/nm^3
(111) energy error = 1.19 %
every check passed
```
